# Coupling a Particle-in-Cell Discharge to a Source and Blocking Capacitor

## Definitions and conventions

A planar discharge fills the gap \(0<x<L\) between two equal electrodes. The electrode at \(x=L\) is grounded. The electrode at \(x=0\), called the driven electrode, is connected through a series capacitor to an ideal voltage source \(V(t)\), whose other terminal is grounded. All charges and capacitances are per unit electrode area:

- \(C\) is the blocking capacitance and \(q\) the charge on its source-side plate; the other plate carries \(-q\).
- \(\sigma_L,\sigma_R\) are the surface charges of the driven and grounded electrodes.
- \(\phi_j\) is the potential at node \(x_j=j\,\Delta x\), with \(j=0,\dots,N\), \(\Delta x=L/N\) and \(\phi_N=0\).
- \(s_p\) is the signed charge of macroparticle \(p\), which in one dimension is a charged sheet at \(x_p\).
- \(C_g=\varepsilon_0/L\) is the capacitance of the empty gap.

Particle charge is assigned to nodes by linear weighting,
\[
w_j=\sum_p s_p\Lambda_j(x_p),
\]
where the hat function \(\Lambda_j\) is 1 at node \(j\), falls linearly to 0 at its neighbours, and vanishes beyond them. At a wall only the half inside the gap exists.

The setting discussed here is the external-circuit option of a discharge simulation: the user prescribes \(V(t)\) and \(C\), and the electrode voltage \(\phi_0\) is a result. The model is electrostatic, and the circuit has no resistance or inductance unless stated.

## What the circuit fixes

The voltage across the capacitor is \(V-\phi_0\), so
\[
q=C(V-\phi_0). \tag{1}
\]

The driven electrode and the capacitor plate joined to it form one conductor, isolated from the source by the dielectric. Its charge is
\[
F=\sigma_L-q. \tag{2}
\]
Current in the external circuit moves charge between the two parts of this conductor without changing \(F\). Only particles crossing the electrode surface change it:
\[
F^{\rm new}=F^{\rm old}+(\text{particle charge collected in the step}). \tag{3}
\]
If the electrode emits a particle of charge \(s\), then \(s\) must be subtracted from \(F\).

Once the particles have moved, \(F\) and \(V\) are known at the new time, while \(\phi_0\), \(q\) and \(\sigma_L\) are not. The field equation closes the system.

## The grid equations, including the wall

Multiply Poisson's equation \(-\varepsilon_0\phi''=\rho\) by \(\Lambda_j\) and integrate. The right side is \(w_j\) by definition. For an interior node, integration by parts leaves no end terms, because \(\Lambda_j\) vanishes at both ends of its range. Its slope is \(+1/\Delta x\) on the left cell and \(-1/\Delta x\) on the right cell, so
\[
\int\varepsilon_0\phi'\Lambda_j'\,dx
=\frac{\varepsilon_0}{\Delta x}\big[(\phi_j-\phi_{j-1})-(\phi_{j+1}-\phi_j)\big],
\]
and therefore
\[
\frac{\varepsilon_0}{\Delta x}(-\phi_{j-1}+2\phi_j-\phi_{j+1})=w_j. \tag{4}
\]

No derivative has been approximated. For charged sheets, the continuous potential satisfies (4) at the nodes. The grid error of the method enters later, when the field is formed from differences of these nodal values and interpolated to the particles.

At \(j=0\) the end term at the wall survives:
\[
\varepsilon_0\phi'(0)-\frac{\varepsilon_0}{\Delta x}(\phi_1-\phi_0)=w_0 .
\]
The field just inside the driven electrode is \(E(0)=-\phi'(0)=\sigma_L/\varepsilon_0\), hence
\[
\frac{\varepsilon_0}{\Delta x}(\phi_0-\phi_1)=\sigma_L+w_0. \tag{5}
\]
At the grounded wall \(E(L)=-\sigma_R/\varepsilon_0\), and the same integration gives
\[
\sigma_R=-\frac{\varepsilon_0}{\Delta x}\phi_{N-1}-w_N. \tag{6}
\]

Equations (1) and (2) give \(\sigma_L=F+C(V-\phi_0)\). Inserting this in (5) and moving \(C\phi_0\) to the left yields the coupled boundary row
\[
\Big(\frac{\varepsilon_0}{\Delta x}+C\Big)\phi_0-\frac{\varepsilon_0}{\Delta x}\phi_1=w_0+F+CV. \tag{7}
\]

Rows (7) and (4), for \(j=1,\dots,N-1\), form a symmetric tridiagonal system for \(\phi_0,\dots,\phi_{N-1}\). With matrix \(A\), its quadratic form is
\[
\phi^{T}A\phi=C\phi_0^2+\frac{\varepsilon_0}{\Delta x}\sum_{j=0}^{N-1}(\phi_j-\phi_{j+1})^2 .
\]
For \(C\ge0\) this vanishes only if all potentials equal \(\phi_N=0\). The matrix is positive definite and the solution is unique. Because \(A\) does not change, it can be factorized once.

The circuit relation (1) is algebraic and holds at the new time itself, so this circuit adds no time-discretization error. The particle push retains its own.

## The electrode voltage in closed form

Multiply row \(j\) by \(h_j=1-x_j/L\) and add all rows. Since \(h\) is linear, its second difference vanishes, and on the left only the coefficient of \(\phi_0\) remains:
\[
\frac{\varepsilon_0}{\Delta x}(h_0-h_1)+C=\frac{\varepsilon_0}{L}+C .
\]
On the right, linear weighting reproduces a linear function, so \(\sum_jw_jh_j=\sum_ps_p(1-x_p/L)\equiv S\). Thus
\[
\phi_0=\frac{F+CV+S}{C+C_g}. \tag{8}
\]

Two limits show what the setting does. For \(C\to\infty\), \(\phi_0\to V\): the source drives the electrode directly. For \(C=0\), \(\phi_0=(F+S)/C_g\): the electrode floats at a potential set by collected and induced charge.

The grid solve was tested against (8) and the continuous Green function. The case had 40 sheets at random positions, with random charges of standard deviation 2 pC/cm², \(V=120\) V and \(F=-3\) pC/cm². For \(C/C_g=0\), 0.5 and \(10^4\), and for the example's blocking capacitor, the largest nodal difference was \(1.3\times10^{-12}\) V.

## Two conservation checks for every step

**The grounded-side ledger.** Let \(G\) be the total particle charge collected by the grounded electrode. The source removes from ground the charge \(q\) that it places on the capacitor, so for an initially uncharged system
\[
\sigma_R+q=G. \tag{9}
\]
This relation is not imposed in the solve. Adding (4) over the interior nodes to (5) and (6) gives Gauss's law for the whole gap, \(\sigma_L+\sigma_R+\sum_jw_j=0\). If the plasma starts neutral and charge leaves it only through the walls, \(\sum_jw_j=-(F+G)\). With \(\sigma_L=q+F\), equation (9) follows.

Now suppose the code books a wrong value \(F_b\) for the isolated charge. The solve then enforces \(\sigma_L=q+F_b\), and the same algebra gives
\[
\sigma_R+q-G=F-F_b. \tag{10}
\]
The residual equals the missing charge, although Poisson's equation is satisfied at every node. A small Poisson residual is therefore no evidence of circuit charge conservation.

**The trajectory check.** From (8), \(\sigma_L=F+CV-C\phi_0=C_g\phi_0-S\). Over one step, (2) then gives
\[
\Delta q=C_g\Delta\phi_0-\Delta S-\Delta F .
\]
A surviving particle changes \(S\) by \(-s_p\Delta x_p/L\). One absorbed at \(x=L\) has \(\Delta x_p=L-x_p^{\rm old}\), and its lost term \(-s_p(1-x_p^{\rm old}/L)\) is again \(-s_p\Delta x_p/L\). One absorbed at \(x=0\) has \(\Delta x_p=-x_p^{\rm old}\), and its lost term is \(-s_p-s_p\Delta x_p/L\). The extra \(-s_p\) terms add up to \(-\Delta F\). Hence
\[
\Delta q=C_g\Delta\phi_0+\frac1L\sum_ps_p\Delta x_p. \tag{11}
\]
The external charge is the sum of a vacuum displacement part and a part induced by particle motion. Absorbed particles must be moved only as far as the wall. An electron–ion pair created at one point adds nothing at creation.

## Order of operations

1. Interpolate the nodal field to the particles and advance velocities and positions by leapfrog.
2. Remove particles that reached a wall; add their charge to \(F\) or \(G\).
3. Deposit the remaining charge to obtain \(w_j\).
4. Evaluate \(V\) at the new time and solve (4) and (7).
5. Obtain \(q\) from (1), \(\sigma_L\) from (5) and \(\sigma_R\) from (6).
6. Set the wall fields to \(\sigma_L/\varepsilon_0\) and \(-\sigma_R/\varepsilon_0\), and the interior fields to \((\phi_{j-1}-\phi_{j+1})/2\Delta x\).
7. Check (9) and (11).

A convenient unit for the residuals is the charge of one macroparticle, the error in (9) when one collected particle is left out of \(F\). Smaller residuals can still signal a mistake: a particle moved past the wall instead of stopped there violates (11) by only a fraction of this unit. Both residuals should therefore be at rounding level.

## Why the old capacitor charge should not be used

A simpler coupling imposes \(\phi_0=V-q_k/C\) with the old charge \(q_k\), solves for the potential, and then updates \(q\). Hold \(V\), \(F\) and the particle positions fixed. Since \(\sigma_L=C_g\phi_0-S\),
\[
q_{k+1}=C_g\Big(V-\frac{q_k}{C}\Big)-S-F .
\]
Subtracting the same equation for the previous update gives
\[
q_{k+1}-q_k=-\frac{C_g}{C}(q_k-q_{k-1}). \tag{12}
\]

For \(C<C_g\) the changes alternate in sign and grow. The factor contains no time step, so reducing \(\Delta t\) does not help. For \(C>C_g\), repeated updates converge to the simultaneous solution. With the frozen sheets of the static test, the measured factors were \(-2.0000\) at \(C=0.5C_g\) and \(-0.5000\) at \(C=2C_g\), as (12) requires. In a running discharge the particles also respond, so (12) describes the circuit part of the update alone.

Even when stable, one lagged update per time step misplaces the electrode voltage by about \(\Delta q/C\), an error of first order in \(\Delta t\).

## Adding a series resistor

Let \(R\) be the resistance multiplied by electrode area. The circuit law becomes \(V-\phi_0=q/C+R\,dq/dt\). Taking the derivative backward in time,
\[
V-\phi_0=\frac qC+\frac{R}{\Delta t}(q-q^{\rm old}),
\]
and solving for \(q\),
\[
q=C_*\Big(V+\frac{R\,q^{\rm old}}{\Delta t}-\phi_0\Big),\qquad
\frac1{C_*}=\frac1C+\frac R{\Delta t}.
\]
Row (7) keeps its form with \(C\) replaced by \(C_*\) and \(V\) by \(V+Rq^{\rm old}/\Delta t\). The matrix stays positive definite, and charge is still conserved by (2) and (3). The circuit now has a first-order time error, which the purely capacitive case lacks. The example below has \(R=0\).

## Example: start-up of a two-frequency discharge

The gap is 25.0 mm wide with 50 cells. The source is
\[
V(t)=r(t)\,(100\ {\rm V})\,[\cos\omega t+\cos2\omega t],\qquad \omega/2\pi=13.56\ {\rm MHz}.
\]
The ramp \(r\) rises as \(\sin^2(\omega t/8)\) during the first two cycles and is 1 afterwards. The blocking capacitance is 0.500 pF/cm², or 100 pF on 200 cm², and \(C_g=0.0354\) pF/cm².

Argon ions and electrons start uniformly at \(5.0\times10^8\) cm⁻³, with temperatures of 0.03 and 3.0 eV. Each species has 5000 macroparticles, placed in coincident pairs, so the initial field is zero. There are no collisions, ionization or emission. The run lasts 12 cycles, or 0.885 μs, and describes a start-up transient.

The time step of 144.0 ps gives \(\omega_p\Delta t=0.182\), where \(\omega_p\) is the electron plasma frequency. The initial Debye length, 0.576 mm, slightly exceeds the 0.50 mm cell.

### The ledger of one step

At the last step \(V=200.0000\) V and \(\phi_0=129.7972\) V. In pC/cm²,
\[
q=0.500\times(200.0000-129.7972)=35.1014 .
\]
The driven electrode carries \(\sigma_L=-1.4683\), so
\[
\sigma_L-q=-1.4683-35.1014=-36.5697=F .
\]
On the grounded side,
\[
\sigma_R+q=-28.6526+35.1014=6.4488=G .
\]
The plasma charge is 30.1209, and \(-1.4683-28.6526+30.1209=0\).

The signs have a direct reading. The source is at its positive peak. The driven electrode has almost no surface charge, while the grounded electrode has a strong field that pulls ions towards it. The position of the net plasma charge agrees: \(S=C_g\phi_0-\sigma_L\approx4.6+1.5=6.1\) pC/cm², so its mean distance from the driven electrode is \(L(1-6.1/30.1)\approx20\) mm.

Over the whole run, the largest residual of (9) was \(3.2\times10^{-11}\) of a macroparticle charge, and that of (11) was \(1.8\times10^{-12}\). One macroparticle carries 0.04005 pC/cm². In a separate one-cycle run, electrons collected by the driven electrode were deliberately left out of \(F\). The omitted charge was \(-39.5738\) pC/cm², and the largest residual had the same magnitude, as (10) predicts.

### The dc bias

The mean electrode voltage was \(-10.91\), \(-21.07\), \(-31.00\) and \(-36.95\) V in cycles 3, 6, 9 and 12. It is still moving, so the average over the last four cycles, \(-34.00\) V, is not a steady bias. The digits belong to this one run: a different random sample, a different order of rounding, or twice the cells and particles moves the late values by 1 to 2 V. Reversing the source waveform, with the other settings fixed but different random velocities, gave \(+33.44\) V. The reversal of sign ties the bias to the waveform rather than to the capacitor's position.

A simple sheath model explains the sign. Suppose both sheaths have the same uniform ion density \(n\), contain no electrons, and hold net charges \(Q_L\) and \(Q_R\). Integrating Poisson's equation across each gives a voltage \(Q^2/(2\varepsilon_0en)\), so with a field-free bulk
\[
\phi_0=\frac{Q_R^2-Q_L^2}{2\varepsilon_0en}.
\]
If \(Q_L+Q_R\) stays constant during a cycle and each sheath collapses at some moment in it, the extremes of \(\phi_0\) are equal and opposite. Here the driven sheath nearly collapses at the source maximum. The grounded one shrinks at each of the two equal minima but keeps about a tenth of the net charge, which matters little because the sheath voltage is quadratic in the charge. The net charge varies by about 10% within a cycle. The source, however, ranges from \(-112.5\) to 200.0 V, so a negative mean must develop to balance them.

The simulated electrode voltage ranges from \(-132.0\) to 133.0 V over the last four cycles. Its span is \(265.0/312.5=0.85\) of the source span. This includes the drift of the mean; within a single cycle the ratio is 0.82 to 0.84, which reduces the shift below by up to about 1 V. If the waveform were merely scaled by 0.85 and shifted, equal extremes would need a shift of \(-0.85(200.0-112.5)/2\approx-37\) V. This is close to the value in cycle 12, but the estimate uses the simulated span and does not prove that the drift has ended.

Part of the source voltage appears across the small capacitor. The second-harmonic current amplitude is 1.471 mA/cm²; dividing by \(2\omega C\) gives about 17 V of the 100 V applied. The first harmonic, 0.706 mA/cm², also gives about 17 V.

In these four cycles the capacitor voltage changed by at most 0.620 V in one step. That is the scale of the voltage error a lagged coupling would make here. The error follows the current: with \(q^{\rm old}\approx q-\Delta t\,dq/dt\) the lagged law reads \(V-\phi_0=q/C-(\Delta t/C)\,dq/dt\), a negative series resistance. With the two currents above it feeds in about 4 W/m², which over the run is comparable with the initial electron energy along the gap, \(3\times10^{-6}\) J/m². It would be stable in the sense of (12), since \(C_g/C=0.0708\).

## Comparison with a real reactor

The example is a model case, not a copy of a reactor. Its plasma density is low for an etching discharge, and the capacitor of 100 pF was chosen small so that the bias would develop quickly. A tenfold larger capacitor needs ten times the charge for the same bias and takes longer to charge, though not in exact proportion, because the charging current depends on the bias already reached: after 12 cycles it holds about 30 rather than 18 pC/cm² on average, a bias of about \(-6\) V. Real reactors also often have electrodes of unequal effective area, which breaks the planar symmetry used here. The resulting bias can be comparable with the radio-frequency amplitude, far more than the 34 V found here.

The other omissions can be sized with rough inputs, for gas at 5 mTorr and 300 K:

- **Electron collisions.** An elastic cross section of \(10^{-15}\) cm² gives a mean free path of 62 mm. This exceeds the gap, but a 3 eV electron travels about 0.9 m, or 15 such paths, during the run, so collisions would alter the electron distribution.
- **Ion charge exchange.** A cross section of \(6\times10^{-15}\) cm² gives a path of 10.4 mm. At the initial ion density the uniform-ion sheath width is 5.4 mm, and about 40% of ions crossing such a sheath would collide. The loss of ions near the walls widens the fully expanded sheath to about 7 mm, which raises the fraction to about 50%. The ions collected in this short run started near the walls and travelled only about 2 mm on average, so fewer than a fifth of them would have collided.
- **Ionization.** The printed estimate of 0.0% is too low, because it counts only the velocity component along the gap in one final snapshot. Without collisions the two transverse components keep their initial 3 eV temperature, so a fraction \(e^{-16/3}\approx0.5\%\) of the electrons exceeds 16 eV through them alone. At 16 eV an electron travels 2.1 m during the run, or about 10 ionization paths of 0.21 m. Nearly all of these electrons would therefore ionize, but each drops below threshold after one event and, without collisions, the transverse tail is not refilled, so this part gives at most about 0.5% of the initial ions. Adding the energy along the gap raises the estimate with this step cross section to between about 3% (one event per electron) and 8% (repeated events). A real argon cross section, which rises gradually from threshold, gives about 1%. The run lost 32.7% of its ions without replacement.
- **Secondary electrons.** A yield of 0.1 at the driven electrode corresponds to a charge worth 6.95 V on the capacitor, about a fifth of the bias. Ions reach the grounded electrode in similar numbers, so with the same yield there, and if the emitted electrons cross the gap, most of this charge would be offset.
- **Lead inductance.** With 100 nH, the computed currents give drops of 1.2 and 5.0 V in the two harmonics, or 1% and 5% of the applied amplitudes.

## Choosing the setting

Use the real capacitance when the start-up time or the voltage division matters. When only the periodic state is wanted, a smaller capacitor shortens the charging, provided that the alternating voltage across it stays small, at each harmonic, compared with the applied amplitude. In the example it is 17%, which is too large to pass for a direct radio-frequency connection.

To judge convergence of the bias, follow the charge \(F\). In a periodic state it returns to the same value after each cycle, so the net charge collected by the driven electrode per cycle is zero. This is necessary but not sufficient: the particle numbers must repeat as well. The example has no ionization to replace lost ions, so it cannot reach a periodic state with plasma. The residuals of (9) and (11) test bookkeeping, not convergence or resolution: they were at rounding level here while the bias was still drifting. Time step, cell width and particle number need their own study. The complete set of computed values is in the numerical output below.

## Numbers as computed

```
gap 25.0 mm, cells 50, cell width 0.50 mm
frequency 13.56 MHz, amplitude of each harmonic 100 V
initial density 5.0e+08 cm^-3
initial temperatures: electrons 3.0 eV, ions 0.03 eV
blocking capacitance 0.500 pF/cm2
electrode area 200 cm2, capacitor 100 pF
empty-gap capacitance 0.0354 pF/cm2
ratio gap/blocking capacitance 0.0708
time step 144.0 ps, steps per cycle 512
cycles 12, duration 0.885 us
macroparticles per species 5000
macroparticle charge 0.04005 pC/cm2
plasma frequency x time step 0.182
Debye length 0.576 mm
electrons crossing over one cell per step, at end 0.00 %
static solve, largest potential error 1.3e-12 V
lagged factor, C = 0.5 C_gap: -2.0000
lagged factor, C = 2 C_gap: -0.5000
Ledger at the last step:
  source voltage 200.0000 V
  electrode voltage 129.7972 V
  capacitor charge q 35.1014 pC/cm2
  driven electrode -1.4683 pC/cm2
  grounded electrode -28.6526 pC/cm2
  plasma charge 30.1209 pC/cm2
  collected, driven F -36.5697 pC/cm2
  collected, grounded G 6.4488 pC/cm2
largest ledger error 3.2e-11 macroparticle
largest one-step error 1.8e-12 macroparticle
faulty run: omitted charge -39.5738 pC/cm2
faulty run: largest residual 39.5738 pC/cm2
mean electrode voltage, cycle 3: -10.91 V
mean electrode voltage, cycle 6: -21.07 V
mean electrode voltage, cycle 9: -31.00 V
mean electrode voltage, cycle 12: -36.95 V
bias, last 4 cycles -34.00 V
bias, reversed waveform 33.44 V
source range -112.5 to 200.0 V
electrode range -132.0 to 133.0 V
largest one-step capacitor voltage change 0.620 V
current amplitude, harmonic 1: 0.706 mA/cm2
current amplitude, harmonic 2: 1.471 mA/cm2
ions lost in run 32.7 %
rough inputs: pressure 5.0 mTorr, gas 300 K
  elastic 1e-15, exchange 6e-15 cm2
  ionization 3e-16 cm2 above 16 eV
  secondary yield 0.1, lead inductance 100 nH
electron mean free path 62 mm
ion exchange path 10.4 mm
uniform-ion sheath width 5.4 mm
neglected ionization in run 0.0 %
secondary emission charge / C 6.95 V
inductive drop, harmonics 1 and 2: 1.2, 5.0 V
```
